\section*{Bruggeman conductivity of a two-dimensional sheet with insulating patches}

\section*{Question}

I am modelling a thin transistor channel as a flat sheet in which 60 percent of the area conducts, with sheet conductivity $\sigma_1$, and 40 percent is insulating. I was told to find the sheet conductivity $\sigma$ of the whole from the two-dimensional Bruggeman equation,
\begin{equation}
f\,\frac{\sigma_1-\sigma}{\sigma_1+\sigma}+(1-f)\,\frac{\sigma_2-\sigma}{\sigma_2+\sigma}=0,
\label{eq:brug}
\end{equation}
with $f=0.60$ and $\sigma_2=0$. I expected about $0.6\,\sigma_1$. When I clear the denominators I get two roots. One is zero, and the other is much smaller than I expected. Which root is right, where does the equation come from, and can I trust the answer for a real channel?

\section*{Answer}

\subsection*{Where the equation comes from}

Assume that each patch obeys Ohm's law locally, that the patches have no preferred direction, and that the sheet is much larger than a patch. The approximation treats every patch as a disc of conductivity $\sigma_i$ embedded in a uniform medium that already has the unknown conductivity $\sigma$. Far from the disc the field is $E_0$, the mean field in the sheet.

For a disc of radius $a$, the potentials that satisfy Laplace's equation, stay finite at the centre and give the field $E_0$ far away are
\begin{equation}
\phi_{\rm in}=-E_i\,r\cos\theta,\qquad
\phi_{\rm out}=\left(-E_0r+\frac{B}{r}\right)\cos\theta .
\end{equation}
Continuity of the potential at $r=a$ gives $B/a^2=E_0-E_i$. Continuity of the normal current, $\sigma_i\,\partial_r\phi_{\rm in}=\sigma\,\partial_r\phi_{\rm out}$, gives
\begin{equation}
\sigma_iE_i=\sigma\left(E_0+\frac{B}{a^2}\right)=\sigma(2E_0-E_i),
\end{equation}
and therefore
\begin{equation}
E_i=\frac{2\sigma}{\sigma+\sigma_i}\,E_0 .
\label{eq:disc}
\end{equation}

The area average of the fields in the patches must equal the mean field $E_0$:
\begin{equation}
f\,\frac{2\sigma}{\sigma+\sigma_1}+(1-f)\,\frac{2\sigma}{\sigma+\sigma_2}=1 .
\label{eq:mean}
\end{equation}
Subtract this from $f+(1-f)=1$ and use
\begin{equation}
1-\frac{2\sigma}{\sigma+\sigma_i}=\frac{\sigma_i-\sigma}{\sigma_i+\sigma}.
\end{equation}
The result is Eq.~\eqref{eq:brug}. The approximation lies in replacing the actual neighbours of each patch by a uniform medium.

\subsection*{The conducting solution}

Set $\sigma_2=0$ and look for $\sigma>0$. The second fraction in Eq.~\eqref{eq:brug} is then $-\sigma/\sigma=-1$, so
\begin{align}
f\,\frac{\sigma_1-\sigma}{\sigma_1+\sigma}&=1-f,\\
f\sigma_1-f\sigma&=(1-f)\sigma_1+(1-f)\sigma,\\
(2f-1)\sigma_1&=\sigma .
\end{align}
In the last step the two terms in $\sigma$ add up to $f\sigma+(1-f)\sigma=\sigma$. For your sheet,
\begin{equation}
\boxed{\sigma=(2\times0.60-1)\,\sigma_1=0.20\,\sigma_1=\frac{\sigma_1}{5}} .
\end{equation}

The fields show why this is less than $0.6\,\sigma_1$. With $\sigma=0.2\,\sigma_1$, Eq.~\eqref{eq:disc} gives $E_1=(0.4/1.2)E_0=E_0/3$ in the conducting patches and $E_2=2E_0$ in the insulating ones. The mean field is correct, since $0.6\times\frac13+0.4\times2=1$. The current flows in the conducting patches alone, and its mean is $0.6\,\sigma_1E_0/3=0.2\,\sigma_1E_0$. Your estimate of $0.6\,\sigma_1$ would need the full field $E_0$ in the conducting part, as in straight conducting strips laid along the current.

\subsection*{What to do with the zero root}

At $\sigma_2=0$ you multiplied by $\sigma_2+\sigma=\sigma$, which introduces the root $\sigma=0$. In the original equation the second fraction is $0/0$ there. To decide between the roots, give the poor phase a small conductivity $\sigma_2>0$ and then let it vanish. Clearing the denominators gives
\begin{equation}
f(\sigma_1-\sigma)(\sigma_2+\sigma)+(1-f)(\sigma_2-\sigma)(\sigma_1+\sigma)=0 .
\end{equation}
The two products are $\sigma_1\sigma_2-\sigma^2\pm(\sigma_1-\sigma_2)\sigma$, with the plus sign for the first. Their weighted sum is
\begin{equation}
\sigma^2-(2f-1)(\sigma_1-\sigma_2)\sigma-\sigma_1\sigma_2=0 .
\label{eq:quad}
\end{equation}
The product of the roots is $-\sigma_1\sigma_2<0$, so one root is positive and the other negative. The physical one is
\begin{equation}
\sigma=\frac{b+\sqrt{b^2+4\sigma_1\sigma_2}}{2},\qquad b=(2f-1)(\sigma_1-\sigma_2).
\end{equation}
As $\sigma_2\to0$, this tends to $(b+|b|)/2$ with $b=(2f-1)\sigma_1$. For $f>1/2$ the limit is $(2f-1)\sigma_1$. For $f\le1/2$ it is zero, so within this approximation the sheet stops conducting when half its area is insulating. At $f=0.60$ the zero root is the limit of the negative root, and you should discard it.

\subsection*{Sensitivity to area and to leakage}

Because $d\sigma/df=2\sigma_1$, an error of one percentage point in $f$ changes $\sigma$ by $0.02\,\sigma_1$, which is 10 percent of $\sigma$ here.

For leakage, differentiate Eq.~\eqref{eq:quad} with respect to $\sigma_2$ at fixed $f$ and $\sigma_1$, then set $\sigma_2=0$ and $\sigma=(2f-1)\sigma_1$:
\begin{align}
\left[2\sigma-(2f-1)\sigma_1\right]\frac{d\sigma}{d\sigma_2}
&=\sigma_1-(2f-1)\sigma,\\
(2f-1)\sigma_1\,\frac{d\sigma}{d\sigma_2}
&=\left[1-(2f-1)^2\right]\sigma_1,\\
\frac{d\sigma}{d\sigma_2}&=\frac{1}{2f-1}-(2f-1)=5-0.2=4.8 .
\end{align}
To first order the relative rise of $\sigma$ is $4.8\,\sigma_2/(0.2\,\sigma_1)=24\,\sigma_2/\sigma_1$. A small leak through the poor patches therefore has a much larger relative effect on the sheet.

\subsection*{How far the geometry matters}

The factor one fifth solves the Bruggeman equation. It does not hold for every sheet with these area fractions.

A square network of resistors in which each bond is present with probability 0.60 has the same effective-medium equation. To see this, take an infinite uniform network of bond conductance $g$. Send a current $I$ in at one node and out at its neighbour. By symmetry each of the two operations puts $I/4$ through the bond between them, so that bond carries $I/2$ and the voltage across it is $I/(2g)$. The conductance between the nodes is $2g$, of which the bond supplies $g$ and the rest of the network the other $g$. Now let the network carry a uniform current, with voltage $V_0$ across each bond along it, and change one such bond to $g_i$. At the voltage $V_0$ the changed bond would carry $(g-g_i)V_0$ less than before. This current must pass between the two nodes through the total conductance $g+g_i$, which adds $(g-g_i)V_0/(g+g_i)$ to the voltage. The voltage therefore changes by the factor $2g/(g+g_i)$, as in Eq.~\eqref{eq:disc}. Requiring the mean voltage over present and absent bonds to be $V_0$ gives Eq.~\eqref{eq:mean} again, with $g$ in place of $\sigma$. I solved the current-conservation equations numerically for 24 random networks of $100\times100$ nodes. The mean was $0.177\,\sigma_1$ with a standard error of $0.003\,\sigma_1$, about 11 percent below the Bruggeman value. The electrodes raise the value slightly in a network of this size, so the gap for a large sheet is somewhat wider, about 16 percent.

Separate round holes in a continuous conductor behave differently. If each hole sees the field $E_h$ of the conductor around it, the field inside the hole is $2E_h$. The mean field is then $fE_h+2(1-f)E_h=(2-f)E_h$ and the mean current is $f\sigma_1E_h$, so
\begin{equation}
\sigma_{\rm holes}\simeq\frac{f}{2-f}\,\sigma_1=0.43\,\sigma_1 .
\end{equation}
A numerical solution for a square array of such holes, on a grid of $140\times140$ cells per hole, gives $0.42\,\sigma_1$. The stepped rims of the holes make this value about 1 percent too low. For a small insulating fraction $c=1-f$, this formula and the Bruggeman result both reduce to $(1-2c)\sigma_1$. They separate when the holes are no longer few.

Randomly placed square tiles go the other way. Ten sheets of $40\times40$ tiles, each tile divided into $4\times4$ cells, gave a mean of $0.05\,\sigma_1$, with a standard error of about $0.01\,\sigma_1$. In that calculation, conducting tiles that touch only at a corner pass essentially no current. This value belongs to sheets of that size and grid and is not a large-sheet limit. Sheets of $100\times100$ tiles, the number of patches in the example channel below, give only about $0.025\,\sigma_1$, because $f=0.60$ lies barely above the fraction, about 0.593, at which edge-sharing tiles first connect across a large sheet.

\subsection*{Numbers for a transistor channel}

Take a channel made of an atomically thin semiconductor at 300 K, with rough, round parameters. The conducting patches have carrier density $n=10^{13}\ {\rm cm^{-2}}$ and mobility $\mu=100\ {\rm cm^2/Vs}$. Then
\begin{align}
\sigma_1&=en\mu=(1.602\times10^{-19})(10^{13})(100)\ {\rm S}=160\ \mu{\rm S},\\
\sigma&=0.20\times160\ \mu{\rm S}=32\ \mu{\rm S}.
\end{align}
The sheet resistance rises from 6.2 to 31 k$\Omega$ per square. A square channel, $5\ \mu$m on each side, carries $1.6\ \mu$A at a drain bias of 50 mV.

Let the patches be 50 nm across, the effective mass $m$ be 0.5 electron masses and the spin-valley degeneracy be four. The neglected effects then have these sizes.

\begin{itemize}
\item \textbf{Thermal leakage.} Let the band edge in the poor patches lie $\Delta=0.15$ eV above the chemical potential, with the mobility unchanged. For a constant density of states, $\sigma_2/\sigma_1=(kT/E_F)\ln(1+e^{-\Delta/kT})$, where $E_F=23.9$ meV is the zero-temperature Fermi energy of the good patches and $kT=25.9$ meV. The ratio is 0.0033, and the full quadratic then gives $\sigma=0.215\,\sigma_1$, a rise of 7 percent.
\item \textbf{Tunnelling.} For an electron at the chemical potential, the transmission falls as $e^{-d/\lambda}$ with $\lambda=\hbar/(2\sqrt{2m\Delta})=0.36$ nm. Through a whole patch it is about $10^{-61}$. At 300 K the current through so wide a patch is carried almost entirely by the few electrons with enough energy to pass over the barrier, which is the thermal leakage above. Tunnelling matters where two conducting patches come within about 3 nm of each other. For a rectangular barrier with these parameters, it then carries more than half of the current between them.
\item \textbf{Mean free path.} With $\ell=\sqrt{2mE}\,\mu/e$ and a current-weighted carrier energy $E=65$ meV, which includes the partial degeneracy, $\ell$ is 6 nm. This is 12 percent of the patch size, so local Ohm's law is reasonable inside a patch but poor in narrow necks.
\item \textbf{Weak localisation.} For mixed valleys and weak spin-orbit scattering, the standard leading-logarithm estimate is a drop of $(2e^2/\pi h)\ln(L_\phi/\ell)$ in $\sigma_1$. A rough phase length $L_\phi=10$ nm gives $12\ \mu$S, or 8 percent of $\sigma_1$. The logarithm is not large, so this is a scale and not a precise correction. Keeping the constant under the logarithm, with $\tau_\phi/\tau=2L_\phi^2/\ell^2$, nearly doubles it. If inelastic phonon scattering limits the mobility at 300 K, $L_\phi$ is shorter than assumed and the effect is smaller. If it lowers $\sigma_1$ uniformly, $\sigma/\sigma_1$ is unchanged. A measured mobility may already include it.
\item \textbf{Differences between devices.} The channel holds $(5000/50)^2=10^4$ patches. If they are independent, $f$ scatters by $\sqrt{0.6\times0.4/10^4}=0.0049$, and $\sigma$ by 5 percent of its value. In the resistor networks the total scatter was about twice the part due to the bond fraction alone, so 5 percent is probably too low. Near a connection threshold it is far too low: random square tiles with $10^4$ patches and no leakage scatter by roughly 30 percent even at fixed $f$.
\item \textbf{Contacts and field.} Two contacts of 1 k$\Omega\,\mu$m each add 0.4 k$\Omega$, which is 1.3 percent of the sheet resistance. The mean voltage across one patch is 0.5 mV, far below $kT/e=25.9$ mV, so a low-field treatment is consistent.
\end{itemize}

The density, mobility and patch size used here are example values, to be replaced by those of your own channel. A real device may also break the assumption of sharp, randomly arranged patches with just two conductivities. Within the Bruggeman equation, the leakage above moves the result by 7 percent, while the geometries compared here move it between about 0.025 and $0.42\,\sigma_1$. The effect of leakage also depends on the geometry. In the random tiles the same leakage raises the sheet conductivity by a factor of two or more, because current can then cross the poor tiles between conducting tiles that are not joined along an edge, most easily near a shared corner. The factor of two is for $40\times40$ tiles on the $4\times4$ grid, which underestimates the current near corners, and it grows when the grid is refined toward the tile edges. Treat $\sigma_1/5$ as a rough first estimate, more likely too high than too low, for two phases mixed at random on an equal footing. Even then it can fail: it was fairly close for the resistor networks but several times too high for the random tiles without leakage, because at this area fraction the result depends strongly on how the conducting patches connect. Look at a map of the patches before relying on it for a particular device.
